# Energy Loss of a Fast Heavy Charge: Sum Rule and Stopping Logarithm: a program that tests the result

```python
"""Bethe sum rule, stopping logarithm and mean excitation energy of hydrogen.

Result under test (atomic units, heavy projectile of charge z and speed v):
  sum_n f_n(q) = 1 for every momentum transfer q (one electron),
  f_n(q) = (2 E_n / q^2) |<n| exp(i q.r) |0>|^2,  E_n = excitation energy,
  stopping cross section S = (4 pi z^2 / v^2) L,
  L = sum_n integral_{E_n/v}^infinity f_n(q) dq/q  ->  ln(2 v^2 / I),
  ln I = sum_n f_n(0) ln E_n   (sums include the continuum).
"""
import numpy as np
import mpmath
from scipy import constants, integrate, interpolate, linalg, special

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR_CM = constants.physical_constants["Bohr radius"][0] * 100
PROTON_MASS = constants.m_p / constants.m_e


# ---- closed dipole oscillator strengths of hydrogen ----
def bound_strength(n):
    return np.exp(np.log(256 / 3) + 5 * np.log(n) - 4 * np.log(n**2 - 1)
                  - 4 * n * np.arctanh(1 / n))


def continuum_strength(k):
    """df/dE at excitation energy E = (1 + k^2)/2."""
    return (256 / 3 * np.exp(-4 * np.arctan(k) / k) / (1 + k * k)**4
            / (-np.expm1(-2 * np.pi / k)))


def closed_moment(weight):
    """Bound and continuum parts of sum f * weight(E)."""
    n = np.arange(2.0, 200001.0)
    bound = np.sum(bound_strength(n) * weight(0.5 * (1 - 1 / n**2)))
    cont = integrate.quad(
        lambda k: k * continuum_strength(k) * weight(0.5 * (1 + k * k)),
        0, np.inf, epsabs=1e-11, epsrel=1e-10, limit=300)[0]
    return bound, cont


f_bound, f_cont = closed_moment(lambda e: 1.0 + 0 * e)
log_bound, log_cont = closed_moment(np.log)
ln_I = log_bound + log_cont
I_hartree = np.exp(ln_I)
assert abs(f_bound + f_cont - 1) < 1e-7

# Continuum density from a numerically integrated Coulomb wave
coulomb_rows = []
for k in (0.7, 2.0):
    radial = mpmath.quad(
        lambda x: 2 * x**2 * mpmath.exp(-x) * mpmath.sqrt(2 / (mpmath.pi * k))
        * mpmath.re(mpmath.coulombf(1, -1 / k, k * x)),
        [0, 5, 10, 20, 40], method="gauss-legendre")
    direct = (1 + k * k) / 3 * float(radial)**2
    assert abs(direct / continuum_strength(k) - 1) < 1e-6
    coulomb_rows.append((k, direct, continuum_strength(k)))

# ---- hydrogen in a box, B-spline basis, one partial wave at a time ----
DEGREE, BOX, CELLS = 7, 25.0, 100
edges = np.linspace(0, BOX, CELLS + 1)
knots = np.r_[np.zeros(DEGREE), edges, np.full(DEGREE, BOX)]
n_splines = len(knots) - DEGREE - 1
splines = interpolate.BSpline(knots, np.eye(n_splines), DEGREE)
nodes, node_weights = np.polynomial.legendre.leggauss(8)
half_cell = BOX / CELLS / 2
r = (edges[:-1, None] + half_cell * (nodes + 1)).ravel()
dr = np.tile(half_cell * node_weights, CELLS)
basis = splines(r)[:, 1:-1]
slope = splines.derivative()(r)[:, 1:-1]
overlap = basis.T @ (dr[:, None] * basis)
ground = 2 * r * np.exp(-r)


def box_states(l, extra=0.0):
    """Excitation energies above the 1s level and radial functions."""
    potential = l * (l + 1) / (2 * r**2) - 1 / r + extra
    hamiltonian = (0.5 * slope.T @ (dr[:, None] * slope)
                   + basis.T @ ((dr * potential)[:, None] * basis))
    energy, coeff = linalg.eigh(hamiltonian, overlap)
    return energy + 0.5, basis @ coeff


def dipole_strengths(extra=0.0):
    energy, wave = box_states(1, extra)
    return energy, 2 * energy / 3 * (wave.T @ (dr * ground * r))**2


e_dip, f_dip = dipole_strengths()
ln_I_box = np.sum(f_dip * np.log(e_dip))
assert abs(f_dip.sum() - 1) < 1e-5
assert abs(ln_I_box - ln_I) < 1e-4
assert abs(f_dip[0] - bound_strength(2.0)) < 1e-4

# A potential acting on p waves only is not local and must break the rule
p_wave_term = 0.5 * np.exp(-r)
broken_sum = dipole_strengths(p_wave_term)[1].sum()
broken_expected = 1 + 2 / 3 * np.sum(dr * ground**2 * r**2 * p_wave_term)
assert abs(broken_sum - broken_expected) < 1e-4
assert broken_sum - 1 > 0.05

# ---- generalized strengths at finite q, and L(v) from its definition ----
q = np.r_[np.geomspace(0.0625, 1, 33)[:-1], np.linspace(1, 16, 101)]
ln_q = np.log(q)
speeds = (2.0, 3.0, 4.0)
total = np.zeros_like(q)
level_two = np.zeros_like(q)
L_direct = dict.fromkeys(speeds, 0.0)
near = r < 14
for l in range(56):
    energy, wave = box_states(l)
    bessel = special.spherical_jn(l, np.outer(r[near], q))
    amplitude = wave[near].T @ ((dr * ground)[near, None] * bessel)
    strength = (2 * l + 1) * 2 * energy[:, None] / q**2 * amplitude**2
    total += strength.sum(axis=0)
    if l < 2:
        level_two += strength[1 - l]
    primitive = interpolate.CubicSpline(ln_q, strength, axis=1).antiderivative()
    upper = primitive(ln_q[-1]).sum()
    for v in speeds:
        lower_limit = np.log(np.clip(energy / v, q[0], q[-1]))
        L_direct[v] += upper - np.trace(primitive(lower_limit))

tested = q < 7.1
sum_rule_error = np.max(np.abs(total[tested] - 1))
assert sum_rule_error < 5e-4
L_limit = {v: np.log(2 * v * v / I_hartree) for v in speeds}
for v in speeds:
    assert abs(L_direct[v] - L_limit[v]) < 2 / v**2

# ---- oscillator: mean excitation energy equals its frequency ----
oscillator_rows = []
for y in (100.0, 1000.0, 10000.0):          # y = 2 v^2 / frequency
    m = np.arange(1.0, 3 * y + 50)
    L_osc = 0.5 * (special.exp1(1 / y)
                   + np.sum(special.gammaincc(m, (m + 1)**2 / y) / m))
    assert abs(L_osc - np.log(y)) < 6 / y
    oscillator_rows.append((y, L_osc, np.log(y)))

# ---- prefactor: classical electron orbit past a fixed unit charge ----
v_cl, impact, start = 2.0, 0.7, 1.0e4


def motion(t, s):
    cube = (s[0]**2 + s[1]**2)**1.5
    return [s[2], s[3], -s[0] / cube, -s[1] / cube]


orbit = integrate.solve_ivp(motion, (0, 2 * start / v_cl),
                            [-start, impact, v_cl, 0.0],
                            method="DOP853", rtol=1e-11, atol=1e-11)
q_cl = np.hypot(orbit.y[2, -1] - v_cl, orbit.y[3, -1])
area_orbit = np.pi * impact**2
area_born = integrate.quad(lambda x: 8 * np.pi / (v_cl**2 * x**3),
                           q_cl, 2 * v_cl)[0]
assert abs(area_born / area_orbit - 1) < 2e-3

# ---- worked example: proton on atomic hydrogen ----
v_ex = 10.0
L_ex = np.log(2 * v_ex**2 / I_hartree)
S_ex = 4 * np.pi / v_ex**2 * L_ex
energy_MeV = 0.5 * PROTON_MASS * v_ex**2 * HARTREE_EV / 1e6

print("HYDROGEN DIPOLE STRENGTHS (infinite nuclear mass)")
print(f"f for n=2, closed formula            {bound_strength(2.0):.6f}")
print(f"f for n=2, diagonalization           {f_dip[0]:.6f}")
print(f"bound share of strength              {f_bound:.6f}")
print(f"continuum share of strength          {f_cont:.6f}")
print(f"total strength                       {f_bound + f_cont:.8f}")
for k, direct, closed in coulomb_rows:
    print(f"df/dE at k={k:.1f} (1/hartree): wave {direct:.6f}, closed {closed:.6f}")
print("MEAN EXCITATION ENERGY")
print(f"bound part of sum f ln(E/hartree)     {log_bound:.6f}")
print(f"continuum part of sum f ln(E/hartree) {log_cont:.6f}")
print(f"ln(I/hartree), closed strengths       {ln_I:.6f}")
print(f"ln(I/hartree), diagonalization        {ln_I_box:.6f}")
print(f"I                                    {I_hartree:.5f} hartree")
print(f"I                                    {I_hartree * HARTREE_EV:.3f} eV")
print("SUM RULE AT FINITE q (q in 1/bohr)")
for wanted in (0.25, 0.5, 1.0, 2.5, 4.0, 7.0):
    i = np.argmin(np.abs(q - wanted))
    print(f"q={q[i]:.2f}: n=2 share {level_two[i]:.6f}, total {total[i]:.6f}")
print(f"largest deviation from 1, q up to 7   {sum_rule_error:.1e}")
print(f"dipole sum with added p-wave term     {broken_sum:.5f}")
print(f"its predicted value                   {broken_expected:.5f}")
print("HYDROGEN L(v) (v in atomic units)")
for v in speeds:
    print(f"v={v:.0f}: direct {L_direct[v]:.4f}, ln(2v^2/I) {L_limit[v]:.4f}, "
          f"difference {L_direct[v] - L_limit[v]:.4f}")
print("OSCILLATOR, y = 2 v^2/frequency")
for y, L_osc, limit in oscillator_rows:
    print(f"y={y:.0f}: L {L_osc:.6f}, ln y {limit:.6f}")
print("CLASSICAL ORBIT, v=2, impact parameter 0.7 bohr")
print(f"momentum transfer                    {q_cl:.5f} 1/bohr")
print(f"area pi b^2                          {area_orbit:.5f} bohr^2")
print(f"area from Born cross section         {area_born:.5f} bohr^2")
print("PROTON ON ATOMIC HYDROGEN")
print(f"speed                                {v_ex:.1f} atomic units")
print(f"speed / c                            {v_ex * constants.alpha:.4f}")
print(f"kinetic energy                       {energy_MeV:.3f} MeV")
print(f"stopping logarithm                   {L_ex:.4f}")
print(f"stopping cross section               {S_ex:.4f} hartree bohr^2")
print(f"stopping cross section               {S_ex * HARTREE_EV * BOHR_CM**2:.3e} eV cm^2")
print("ALL CHECKS PASSED")
```

It prints:

```
HYDROGEN DIPOLE STRENGTHS (infinite nuclear mass)
f for n=2, closed formula            0.416197
f for n=2, diagonalization           0.416201
bound share of strength              0.565004
continuum share of strength          0.434996
total strength                       1.00000000
df/dE at k=0.7 (1/hartree): wave 0.528202, closed 0.528202
df/dE at k=2.0 (1/hartree): wave 0.015587, closed 0.015587
MEAN EXCITATION ENERGY
bound part of sum f ln(E/hartree)     -0.523566
continuum part of sum f ln(E/hartree) -0.072600
ln(I/hartree), closed strengths       -0.596165
ln(I/hartree), diagonalization        -0.596165
I                                    0.55092 hartree
I                                    14.991 eV
SUM RULE AT FINITE q (q in 1/bohr)
q=0.25: n=2 share 0.362916, total 1.000000
q=0.50: n=2 share 0.245763, total 1.000000
q=1.00: n=2 share 0.066191, total 1.000000
q=2.50: n=2 share 0.000541, total 1.000000
q=4.00: n=2 share 0.000012, total 1.000000
q=7.00: n=2 share 0.000000, total 0.999995
largest deviation from 1, q up to 7   4.6e-06
dipole sum with added p-wave term     1.13169
its predicted value                   1.13169
HYDROGEN L(v) (v in atomic units)
v=2: direct 2.4073, ln(2v^2/I) 2.6756, difference -0.2684
v=3: direct 3.3585, ln(2v^2/I) 3.4865, difference -0.1280
v=4: direct 3.9911, ln(2v^2/I) 4.0619, difference -0.0708
OSCILLATOR, y = 2 v^2/frequency
y=100: L 4.573781, ln y 4.605170
y=1000: L 6.904743, ln y 6.907755
y=10000: L 9.210040, ln y 9.210340
CLASSICAL ORBIT, v=2, impact parameter 0.7 bohr
momentum transfer                    1.34538 1/bohr
area pi b^2                          1.53938 bohr^2
area from Born cross section         1.53930 bohr^2
PROTON ON ATOMIC HYDROGEN
speed                                10.0 atomic units
speed / c                            0.0730
kinetic energy                       2.498 MeV
stopping logarithm                   5.8945
stopping cross section               0.7407 hartree bohr^2
stopping cross section               5.644e-16 eV cm^2
ALL CHECKS PASSED
```
